# Parity Selection Rules for One- and Two-Photon Absorption in Centrosymmetric Molecules

## The decision that depends on parity

Suppose a centrosymmetric chromophore is to be excited in a resist by two photons, and a calculation must tell which photon energy to use. An excited-state calculation returns energies and one-photon transition dipoles. It is tempting to keep the states with large dipoles, discard the dark ones, and halve the energy of the brightest. For a molecule with a centre of inversion this keeps the wrong states. Starting from the ground state, two-photon absorption can reach those of equal parity, and all of these have zero one-photon dipole. The bright states are still needed, but as intermediate states.

The precise statement is this. With the nuclei fixed in a centrosymmetric arrangement and light acting through the electric-dipole interaction,

- a one-photon transition $i\to f$ requires opposite parities, $p_fp_i=-1$;
- a two-photon transition $i\to f$ requires equal parities, $p_fp_i=+1$.

Both conditions are necessary. Neither is sufficient, because another symmetry may forbid what parity allows.

## Inversion and the dipole operator

The algebra uses atomic units. Let $H_0$ be the spin-free electronic Hamiltonian, with the origin at the centre of inversion. The operator $P$ reverses all electron positions and leaves spins alone:

$$(P\psi)(\mathbf r_1,\mathbf r_2,\dots)=\psi(-\mathbf r_1,-\mathbf r_2,\dots).$$

Two reversals restore every position, so $P^2=1$. Changing the integration variables from $\mathbf r_j$ to $-\mathbf r_j$ in $\langle\phi|P\psi\rangle$ gives $\langle P\phi|\psi\rangle$, so $P^\dagger=P$. If $P\psi=p\psi$, then $p^2=1$ and $p=\pm1$.

$P$ commutes with $H_0$, term by term. The kinetic energy contains second derivatives, which do not change sign. The electron repulsion depends on $|\mathbf r_j-\mathbf r_k|$, which is unchanged. The attraction to a nucleus at $\mathbf R_A$ becomes the attraction to a nucleus at $-\mathbf R_A$; in a centrosymmetric molecule an equal nucleus sits there, so the sum over nuclei is unchanged.

If $\psi$ is a non-degenerate eigenstate, $P\psi$ has the same energy and must be a multiple of $\psi$, so $\psi$ has definite parity. In a degenerate level, $P$ can be diagonalized within the level, and states of definite parity are chosen there.

The dipole operator is

$$\boldsymbol\mu=-\sum_j\mathbf r_j+\sum_A Z_A\mathbf R_A .$$

The nuclear sum vanishes, since nuclei at $\mathbf R_A$ and $-\mathbf R_A$ cancel and one at the centre contributes nothing. The electronic part changes sign under inversion. Hence

$$P\boldsymbol\mu P=-\boldsymbol\mu .$$

## One photon

Insert $P^2=1$ on both sides of the dipole operator:

$$\langle f|\boldsymbol\mu|i\rangle=\langle f|P\,(P\boldsymbol\mu P)\,P|i\rangle=-p_fp_i\langle f|\boldsymbol\mu|i\rangle .$$

If $p_fp_i=+1$, the matrix element equals its own negative and is zero. With $f=i$ the same line shows that a state of definite parity has no permanent dipole about the centre.

## Any number of interactions with the field

Take a field that is uniform over the molecule, $H(t)=H_0-\boldsymbol\mu\cdot\mathbf E(t)$. In the interaction picture the perturbation is

$$V(t)=-e^{iH_0t}\,\boldsymbol\mu\cdot\mathbf E(t)\,e^{-iH_0t}.$$

Since $P$ commutes with $H_0$, it commutes with both exponentials, and only the dipole operator changes sign: $PV(t)P=-V(t)$.

The amplitudes obey $i\,\dot c_f=\sum_n\langle f|V(t)|n\rangle c_n$. Integrating from the initial state and substituting the result repeatedly gives the term of order $n$ in the field,

$$c_f^{(n)}=(-i)^n\!\int\! dt_1\!\int^{t_1}\!\!dt_2\cdots\!\int^{t_{n-1}}\!\!dt_n\,\langle f|V(t_1)V(t_2)\cdots V(t_n)|i\rangle .$$

Put $P^2=1$ before, between and after the factors. Each $V$ becomes $PVP=-V$, and the outer operators act on the states:

$$c_f^{(n)}=(-1)^n\,p_fp_i\,c_f^{(n)} .$$

For $n=2$ the amplitude vanishes unless $p_fp_i=+1$. This is the two-photon rule. Nothing was assumed about pulse shape, polarization or the number of colours, and no intermediate resonance was excluded.

There is a form without any expansion. Because $P$ reverses the dipole, $PH(t)P$ is the Hamiltonian with $\mathbf E$ replaced by $-\mathbf E$. The evolution operators are related in the same way, so

$$c_f[-\mathbf E]=p_fp_i\,c_f[\mathbf E].$$

Amplitudes into states of equal parity are even in the field, and those into states of opposite parity are odd.

## The two-photon amplitude for one beam

To obtain numbers, take one linearly polarized beam, $E(t)=F\,g(t)\cos\omega t$, where the envelope $g$ has peak value 1 and varies slowly. Let $\mu$ be the dipole component along the field, $\omega_{ni}=E_n-E_i$ and $\Delta_n=\omega_{ni}-\omega$. Write $\cos\omega t=\tfrac12(e^{i\omega t}+e^{-i\omega t})$; the part $e^{-i\omega t}$ describes absorption. In first order it gives

$$c_n^{(1)}(t)=-i\int^t\!\Big(-\frac F2\Big)\mu_{ni}\,g(t')e^{i\Delta_nt'}dt'=\frac{iF}{2}\mu_{ni}\int^t\! g(t')e^{i\Delta_nt'}dt'.$$

Integrate by parts twice, using that $g$ vanishes at early times:

$$\int^t\! g\,e^{i\Delta_nt'}dt'=e^{i\Delta_nt}\left[\frac{g}{i\Delta_n}+\frac{\dot g}{\Delta_n^2}+\cdots\right].$$

For a slow envelope the first term dominates, and

$$c_n^{(1)}(t)\simeq\frac F2\,\frac{\mu_{ni}}{\Delta_n}\,g(t)\,e^{i\Delta_nt}.$$

The second absorption multiplies this by $-(F/2)g\,\mu_{fn}e^{i(\omega_{fn}-\omega)t}$. The exponents add to $\omega_{fi}-2\omega$, which is zero at two-photon resonance. The two minus signs, one from $-i$ and one from $V$, combine to $+i$:

$$c_f=\frac{iF^2}{4}\,K\int g^2\,dt,\qquad K=\sum_n\frac{\mu_{fn}\mu_{ni}}{\omega_{ni}-\omega},\qquad \omega=\frac{\omega_{fi}}2 .$$

The combinations with one absorption and one emission, or with two emissions, leave factors that oscillate at $\omega_{fi}$ or faster, and a slow envelope averages them out. The term with $\dot g$ contributes $\int g\dot g\,dt=\tfrac12[g^2]$, which vanishes for a pulse that begins and ends at zero. The envelope correction therefore starts at relative order $1/(\sigma\Delta_n)^2$ for a pulse of duration $\sigma$.

At one-photon resonance, $\omega=\omega_{fi}$, the first-order integral has no oscillation and gives

$$c_f=\frac{iF}{2}\,\mu_{fi}\int g\,dt .$$

The populations $|c_f|^2$ thus scale as $F^2$ for one photon and $F^4$ for two, as long as they remain small and the light shifts, the changes that the field makes in the level spacings, are small compared with $1/\sigma$. The light must also not drive an appreciable part of the population of $f$ on to other states, as it can when it is nearly resonant with a transition from $f$.

The sum $K$ shows how the rule works. A term survives if $\mu_{ni}$ and $\mu_{fn}$ are both non-zero, so $n$ must have parity opposite to $i$ and also opposite to $f$. For a final state of the wrong parity every product is zero separately; no cancellation between paths is involved.

The formula for $K$ needs $|\Delta_n|$ to be large compared with both $1/\sigma$ and the coupling $F|\mu_{ni}|/2$. The limits on the light shifts and on transitions out of $f$ apply as well, for one beam or two: in a long or strong pulse the light shifts can detune the transition while every $|\Delta_n|$ is still large. Near an intermediate resonance, state $n$ acquires real population and the formula fails. The parity rule survives, because it was derived before these approximations.

## Two beams

Let beams 1 and 2 have $\omega_1+\omega_2=\omega_{fi}$ and dipole components $\mu^{(1)}$ and $\mu^{(2)}$ along their polarizations. Either beam may act first, and the same integration gives the contribution with one photon from each:

$$c_f=\frac{iF_1F_2}{4}\,T\int g_1g_2\,dt,$$

$$T=\sum_n\left[\frac{\mu^{(2)}_{fn}\mu^{(1)}_{ni}}{\omega_{ni}-\omega_1}+\frac{\mu^{(1)}_{fn}\mu^{(2)}_{ni}}{\omega_{ni}-\omega_2}\right].$$

For equal frequencies and polarizations $T=2K$. To check the factor, split one beam into two identical halves, $F_1=F_2=F/2$. The mixed term gives $(F^2/16)\,2K$, and the two halves acting alone give $2(F^2/16)K$. The sum is $F^2K/4$, as before. Two colours change the denominators and so the strength, but not the parity condition.

## A four-site chromophore

The example is a model with round parameters and stands for no named molecule. Four $\pi$ sites form a planar zigzag with bonds of 1.35, 1.45 and 1.35 Å and angles of 120°. They hold four electrons. The Hamiltonian is

$$H_0=\sum_i\epsilon_in_i-\sum_{i,s}t_i\big(c^\dagger_{is}c_{i+1,s}+\text{h.c.}\big)+U\sum_in_{i\uparrow}n_{i\downarrow}+\sum_{i<j}V_{ij}(n_i-1)(n_j-1),$$

where $s$ is the spin. The hopping $t_i$ is 2.6 eV on short bonds and 2.2 eV on the long one, and $U=10$ eV. The repulsion $V_{ij}=e^2/\sqrt{r_{ij}^2+(e^2/U)^2}$ uses $e^2=14.40$ eV Å; it tends to $U$ at zero distance and to the Coulomb law at large distance. A donor at each end is represented by $\epsilon_1=\epsilon_4=2$ eV. The dipole is $-e\sum_i(n_i-1)\mathbf r_i$.

Inversion exchanges sites 1 and 4 and sites 2 and 3. It also reverses the sign of each $p_z$ orbital, which for four electrons gives a factor $(-1)^4=1$. All 20 singlets are found by diagonalization. The model leaves out $\sigma$ electrons, vibrations and solvent, so its energies are not predictions for a real compound.

The ground state is even. For light polarized along $x$, close to the long axis, the lowest excited singlets are:

| State | Energy (eV) | Parity | $\lvert\mu_{x}\rvert$ (e Å) | $\lvert K\rvert$ (e² Å²/eV) |
|---|---|---|---|---|
| S1 | 5.34 | odd | 1.166 | 0 |
| S2 | 5.84 | even | 0 | 0.118 |
| S3 | 7.20 | even | 0 | 0.143 |
| S4 | 9.24 | even | 0 | 2.68 |

The zeros hold to rounding error, and the same pattern was tested for all 19 excited singlets and both in-plane field directions. Halving the energy of the bright state S1 gives 2.67 eV, where this model has no two-photon transition to S1. The lowest two-photon resonance is S2, at a photon energy of 2.92 eV.

For S2 the largest path runs through S1:

$$\frac{0.2670\times1.1658}{2.4253}=0.128\ \text{e}^2\text{Å}^2/\text{eV}.$$

The paths through the odd states S5 and S6 add $-0.013$ and $+0.003$, and the rest sum to zero to the digits shown. The total is 0.118 e² Å²/eV, or 11.5 atomic units. The bright state that cannot be the target thus supplies most of the amplitude.

S4 has a value of $|K|$ about 23 times larger than S2. Part of this comes from the denominator: at half the energy of S4, the state S1 is only $5.34-4.62=0.72$ eV away, against 2.43 eV for S2. That is a factor of 3.3 for the path through S1. Most of the remainder comes from the dipole between S1 and the final state, which is 1.67 e Å for S4 and 0.267 e Å for S2.

## Comparison with the evolution in time

The formulas can be checked by solving the time-dependent Schrödinger equation with the full oscillating field. The envelope is $g=e^{-t^2/2\sigma^2}$ with $\sigma=30\ \hbar/\text{eV}$, so that $\int g^2dt=\sigma\sqrt\pi=53.2\ \hbar/\text{eV}$. For a peak field of 0.02 V/Å,

$$|c_f|=\frac{(0.02)^2}{4}\times0.1183\times53.2=6.29\times10^{-4},$$

which gives a population of $4.0\times10^{-7}$ in S2. The propagated value agrees with the formula to within a few parts in $10^4$, the size of the envelope correction $1/(\sigma\Delta_n)^2\approx2\times10^{-4}$ for the path through S1 and of the time-step error of the propagation. Doubling the field multiplies the population by 16.00, as the fourth-power law requires.

With the photon energy set to half that of S1, the population left in S1 is below $10^{-20}$. At the full energy of S1 a field a hundred times weaker suffices. Here $\int g\,dt=\sigma\sqrt{2\pi}=75.2\ \hbar/\text{eV}$, and $|c_f|=10^{-4}\times1.166\times75.2=8.77\times10^{-3}$. The population is $7.7\times10^{-5}$, again in agreement with the propagation.

In a pulse of 0.5 V/Å, tuned to half the energy of S2, 6% of the population has left the ground state. The second-order formula has failed here, since it would put $25^4\times4.0\times10^{-7}\approx15\%$ into S2 alone, but the field-reversal relation still holds for every amplitude to rounding error. This field corresponds to about $3\times10^{12}$ W/cm²; the model has no ionization continuum, so the run tests the symmetry relation and does not describe a real molecule at that intensity.

## Removing the centre of inversion

Without a centre, states can have permanent dipoles, and the sum $K$ acquires the terms $n=i$ and $n=f$. Their denominators are $0-\omega=-\omega$ and $\omega_{fi}-\omega=+\omega$, so together they give

$$\frac{\mu_{fi}\mu_{ii}}{-\omega}+\frac{\mu_{ff}\mu_{fi}}{\omega}=\frac{\mu_{fi}(\mu_{ff}-\mu_{ii})}{\omega}.$$

A state that is bright in one-photon absorption can now be reached by two photons as well. A dipole different from that of the ground state opens this path; the other paths may add to it or cancel it. Moving the origin adds the same constant to $\mu_{ff}$ and $\mu_{ii}$ and leaves the result unchanged.

Remove the donor at site 4 of the model. The bright state, now at 5.32 eV, keeps a transition dipole of 1.164 e Å, and the $x$ component of its permanent dipole differs from that of the ground state by 0.183 e Å in magnitude. At $\omega=2.66$ eV the permanent-dipole part is

$$\frac{1.164\times0.183}{2.66}=0.080\ \text{e}^2\text{Å}^2/\text{eV}.$$

The full $|K|$ is 0.077 e² Å²/eV, so the remaining paths reduce it slightly. The same pulse of 0.02 V/Å now puts $1.7\times10^{-7}$ into this state. The channel that parity had closed is open.

## A small departure from symmetry

Let the Hamiltonian be $H_0+\delta\,W$ with an odd perturbation, $PWP=-W$. Then $P$ turns the Hamiltonian for $\delta$ into that for $-\delta$. The energies are therefore even in $\delta$. For non-degenerate states the phases can be chosen so that $|n(-\delta)\rangle=p_nP|n(\delta)\rangle$, where $p_n$ is the parity at $\delta=0$. Insert this into $K$. The factors $p_n$ of the intermediate states appear twice and cancel, and the two dipoles contribute $(-1)^2=1$:

$$K(-\delta)=p_fp_i\,K(\delta).$$

For a state of opposite parity $K$ is odd in $\delta$. Its expansion generally starts with a linear term, and the two-photon probability then starts as $\delta^2$. Another symmetry, or a cancellation between contributions, can remove the linear term. One dipole in place of two gives $\mu_{fi}(-\delta)=-p_fp_i\,\mu_{fi}(\delta)$, so one-photon absorption into a state of equal parity also generally starts as $\delta^2$.

In the model, raising one donor and lowering the other by 0.001 eV gives $|K|=4.62\times10^{-5}$ e² Å²/eV for the bright state. Doubling the shift doubles this value. A vibration that displaces the nuclei antisymmetrically acts in the same way if the nuclei are treated as frozen during the pulse. Weak absorption at a parity-forbidden position therefore does not by itself contradict the rule. The linear law needs the matrix elements of $\delta\,W$ to be small compared with the energy spacings of the states that they mix.

## When equal parity is not enough

Without donors, the model has a second symmetry. Replace $c_{is}$ by $(-1)^ic^\dagger_{is}$, which exchanges electrons and holes. Then $n_i-1$ changes sign, and the products $(n_i-1)(n_j-1)$ do not. A hopping term between neighbours becomes

$$c^\dagger_{is}c_{i+1,s}\to-c_{is}c^\dagger_{i+1,s}=c^\dagger_{i+1,s}c_{is},$$

which is its Hermitian conjugate, already present in $H_0$. The on-site repulsion changes by a term that depends on the total electron number alone, and for four electrons on four sites that term is zero. So $H_0$ is unchanged while the dipole changes sign.

The argument used for inversion now applies a second time: two-photon absorption also requires equal electron-hole labels. Even-parity states with the other label have $K=0$. The calculation without donors finds three such zeros among the 11 excited singlets of equal parity. With the two donors, whose energy $\epsilon_in_i$ is not invariant under the exchange, it finds none. A zero in a simplified $\pi$ model may therefore reflect the model's extra symmetry and disappear in a fuller Hamiltonian.

## Beyond the electric dipole

The parity rule counts odd operators. The magnetic-dipole operator contains $\mathbf r\times\mathbf p$, and the electric-quadrupole operator contains products of two coordinates; both are even under inversion. A two-photon process with one electric-dipole step and one such even step has a single odd factor, and it connects states of opposite parity. A field that varies noticeably across the molecule brings in these terms. The rule for two electric-dipole steps remains as stated, but it no longer covers all of the absorption.

The program's results, with further digits, are in the numerical output below.

## Computed values

```
Bonds short, long (angstrom): 1.35 1.45
Hopping short, long (eV): 2.6 2.2
On-site repulsion, donor shift (eV): 10.0 2.0
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Site 1: x, y = -1.7970, -0.3125 angstrom
Site 2: x, y = -0.6279, 0.3625 angstrom
Site 3: x, y = 0.6279, -0.3625 angstrom
Site 4: x, y = 1.7970, 0.3125 angstrom
Singlets: 20; ground-state parity +1
Excited singlets of equal, opposite parity: 11, 8
State, energy (eV), parity, |mu_x| (e A), |K_xx| (e^2 A^2/eV)
  S1 5.3442 -1 1.1658 0.0000
  S2 5.8378 +1 0.0000 0.1183
  S3 7.1971 +1 0.0000 0.1427
  S4 9.2395 +1 0.0000 2.6801
  S5 9.2615 -1 0.0833 0.0000
  S6 10.5630 -1 0.1020 0.0000
Largest |mu| to equal parity: 8e-14 e A
Largest |K| to opposite parity: 6e-13 e^2 A^2/eV
Even target S2: photon energy 2.9189 eV
Path n, |mu_fn|, |mu_n0| (e A), E_n-E_0-w (eV), term (e^2 A^2/eV)
  S1 0.2670 1.1658 2.4253 +0.1283
  S5 0.9883 0.0833 6.3426 -0.0130
  S6 0.2169 0.1020 7.6441 +0.0029
  all other paths: +0.0000 e^2 A^2/eV
Sum |K| = 0.1183 e^2 A^2/eV = 11.491 atomic units
Pulse: sigma = 30 hbar/eV, peak field 0.02 V/angstrom
S2 at half its energy: population 3.954e-07, formula 3.954e-07
  ratio when the field is doubled: 16.004
S1 at half its energy: population 4.4e-21
S1 at its full energy, field 0.0002 V/angstrom: 7.685e-05, formula 7.685e-05
Strong pulse 0.5 V/angstrom: ground population left 0.9381
  largest error of the field-reversal relation: 3e-14
One donor: state S1 at 5.3187 eV, overlap with former S1 0.930
  |mu_x| = 1.1643 e A, dipole change -0.1834 e A
  |K| = 0.0766, permanent-dipole part +0.0803 e^2 A^2/eV
  population at half its energy 1.659e-07, formula 1.659e-07
Antisymmetric shifts 0.001, 0.002 eV: |K| = 4.623e-05, 9.245e-05 e^2 A^2/eV
No donors: 3 of 11 equal-parity excited singlets have K = 0
Two donors: 0 of 11 have K = 0
```
